# Dipole polarisabilities of Zn, Cd and Hg at two light speeds: verification in Python

```python
"""
Result under test: in the Dirac-Kohn-Sham local density model the static dipole
polarisability alpha of Hg lies below that of Cd at the physical speed of light,
and more than half of this gap vanishes when c is made very large.
alpha = -integral r D1(r) dr, where D1 is the radial density induced by a unit
field (energy +z), obtained from the self-consistent Sternheimer equation.
Symbols: P, Q large and small radial components; kappa Dirac channel label;
V radial potential; chi maps a dipole potential v1(r) to D1(r).
Hartree atomic units throughout.
"""
from functools import lru_cache
import numpy as np
from scipy import constants
from scipy.linalg import eigh, solve, solve_triangular
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf, dft, lib
from pyscf.dft import libxc

C_PHYS = 1.0 / constants.fine_structure
C_LARGE = 30.0 * C_PHYS
XC = 'lda,vwn'
ANGSTROM3 = (constants.physical_constants['Bohr radius'][0] * 1e10) ** 3

# Logarithmic radial grid with trapezoidal weights
x_grid = np.linspace(np.log(1e-7), np.log(60.0), 420)
step = x_grid[1] - x_grid[0]
r = np.exp(x_grid)
w = r * step
exponents = 0.012 * 2.0 ** np.arange(31)


def coulomb_kernel(k):
    """Matrix of integral r<^k / r>^(k+1); the diagonal term cures the kink."""
    small, large = np.minimum.outer(r, r), np.maximum.outer(r, r)
    kernel = small ** k / large ** (k + 1) * w
    return kernel - np.eye(r.size) * step ** 2 * (2 * k + 1) / 12


J0, J1 = coulomb_kernel(0), coulomb_kernel(1)


@lru_cache(maxsize=None)
def channel(kappa):
    """Orthonormal large and small functions with kinetic balance."""
    l = kappa if kappa > 0 else -kappa - 1
    z = exponents[:, None]
    g = r ** (l + 1) * np.exp(-z * r ** 2)
    g /= np.sqrt((g ** 2) @ w)[:, None]
    bg = ((l + 1 + kappa) / r - 2 * z * r) * g
    chol_g = np.linalg.cholesky((g * w) @ g.T)
    large = solve_triangular(chol_g, g, lower=True)
    b_large = solve_triangular(chol_g, bg, lower=True)
    norm = np.sqrt((bg ** 2) @ w)[:, None]
    f = bg / norm
    small = solve_triangular(np.linalg.cholesky((f * w) @ f.T), f, lower=True)
    return large, small, (small * w) @ b_large.T


def hamiltonian(V, kappa, c):
    large, small, coupling = channel(kappa)
    n = len(large)
    upper = (large * (w * V)) @ large.T
    lower = (small * (w * V)) @ small.T - 2 * c ** 2 * np.eye(n)
    return np.block([[upper, c * coupling.T], [c * coupling, lower]])


def bound_orbitals(V, kappa, c, count):
    """Lowest electron states; the first n levels are the negative continuum."""
    large, small, _ = channel(kappa)
    n = len(large)
    e, vec = eigh(hamiltonian(V, kappa, c))
    return [(kappa, e[i], vec[:n, i] @ large, vec[n:, i] @ small)
            for i in range(n, n + count)]


def density_functional(rho):
    n = np.ascontiguousarray(rho / (4 * np.pi * r ** 2))
    _, vxc, fxc, _ = libxc.eval_xc(XC, n, spin=0, deriv=2)
    kernel = np.where(n > 1e-12, np.ravel(fxc[0]), 0.0)
    return np.ravel(vxc[0]), kernel


def solve_atom(Z, shells, c):
    """shells[l] = number of filled shells of angular momentum l."""
    u = -(1 + (Z - 1) / (1 + 0.6 * Z ** (1 / 3) * r) ** 2)   # u = r V
    us, fs = [], []
    for _ in range(100):
        V = u / r
        orbitals = []
        for l, count in enumerate(shells):
            for kappa in ([-1] if l == 0 else [l, -l - 1]):
                orbitals += bound_orbitals(V, kappa, c, count)
        rho = sum(2 * abs(k) * (P ** 2 + Q ** 2) for k, _, P, Q in orbitals)
        vxc, fxc = density_functional(rho)
        f = -Z + r * (J0 @ rho + vxc) - u
        if np.max(np.abs(f)) < 5e-6:
            assert abs(rho @ w - Z) < 1e-5
            return V, orbitals, fxc
        us, fs = (us + [u])[-7:], (fs + [f])[-7:]
        if len(us) > 1:      # Anderson mixing
            du, df = np.array(us[:-1]) - u, np.array(fs[:-1]) - f
            mix = np.linalg.lstsq(df.T, -f, rcond=1e-10)[0]
            u = u + mix @ du + 0.3 * (f + mix @ df)
        else:
            u = u + 0.3 * f
    raise AssertionError('self-consistency not reached')


def partners(kappa):
    s = 1 if kappa > 0 else -1
    return [-kappa, kappa + s] + ([kappa - s] if abs(kappa) > 1 else [])


def angular_weight(k1, k2):
    """Sum over m of the squared matrix element of cos(theta)."""
    if k1 == -k2:
        return 2 * abs(k1) / (3 * (4 * k1 ** 2 - 1))
    k = min(abs(k1), abs(k2))
    return 2 * k * (k + 1) / (3 * (2 * k + 1))


def outer(orbitals, kappa):
    return max((o for o in orbitals if o[0] == kappa), key=lambda o: o[1])


def bare_response(V, orbitals, c):
    """Sternheimer equation solved for every grid-point potential at once."""
    total, outer_s = np.zeros((r.size, r.size)), None
    valence = outer(orbitals, -1)
    matrices = {}
    for orbital in orbitals:
        kappa, e, P, Q = orbital
        part = np.zeros_like(total)
        for k2 in partners(kappa):
            if k2 not in matrices:
                matrices[k2] = hamiltonian(V, k2, c)
            large, small, _ = channel(k2)
            pair = np.vstack([large * P, small * Q])
            h = matrices[k2]
            first_order = -solve(h - e * np.eye(len(h)), pair * w)
            part += 2 * angular_weight(kappa, k2) * pair.T @ first_order
        total += part
        if orbital is valence:
            outer_s = part
    return total, outer_s


def polarisability(Z, shells, c):
    V, orbitals, fxc = solve_atom(Z, shells, c)
    chi, chi_s = bare_response(V, orbitals, c)
    K = J1 + np.diag(3 * fxc / (4 * np.pi * r ** 2))
    v1 = np.linalg.solve(np.eye(r.size) - K @ chi, r)
    _, e_s, P, Q = outer(orbitals, -1)
    return dict(alpha=-(w * r) @ chi @ v1, bare=-(w * r) @ chi @ r,
                s_part=-(w * r) @ chi_s @ v1, e_s=e_s,
                r_s=(w * r) @ (P ** 2 + Q ** 2), e_d=outer(orbitals, -3)[1])


# Test: one-electron Dirac levels, closed formula. The Gaussians only
# approximate the weak singularity at a point nucleus, hence the tolerance.
level_error = 0.0
for kappa, n in ((-1, 1), (1, 2), (-2, 2)):
    gamma = np.sqrt(kappa ** 2 - (80 / C_PHYS) ** 2)
    ratio = (80 / C_PHYS) / (n - abs(kappa) + gamma)
    formula = C_PHYS ** 2 * (1 / np.sqrt(1 + ratio ** 2) - 1)
    found = bound_orbitals(-80 / r, kappa, C_PHYS, 1)[0][1]
    level_error = max(level_error, abs(found / formula - 1))
assert level_error < 1e-3

# Test: angular weights from 3j symbols
half = Rational(1, 2)
for k1 in (-4, -3, -2, -1, 1, 2, 3):
    for k2 in partners(k1):
        j1, j2 = abs(k1) - half, abs(k2) - half
        three_j = wigner_3j(j1, 1, j2, half, 0, -half)
        exact = float((2 * j1 + 1) * (2 * j2 + 1) * three_j ** 2 / 3)
        assert abs(exact - angular_weight(k1, k2)) < 1e-12

# Test: hydrogen; the filled shell counts two independent electrons
hydrogen = bound_orbitals(-1 / r, -1, C_LARGE, 1)
chi_h, _ = bare_response(-1 / r, hydrogen, C_LARGE)
alpha_h = -(w * r) @ chi_h @ r / 2
assert abs(alpha_h - 4.5) < 2e-3

# Main calculation
ATOMS = {'Zn': (30, (4, 2, 1)), 'Cd': (48, (5, 3, 2)), 'Hg': (80, (6, 4, 3, 1))}
rel = {a: polarisability(*data, C_PHYS) for a, data in ATOMS.items()}
nonrel = {a: polarisability(*data, C_LARGE) for a, data in ATOMS.items()}

# Test: finite field for Zn in a three-dimensional Gaussian code
C_TEST = 60.0
zn_test = polarisability(*ATOMS['Zn'], C_TEST)['alpha']
sets = [(0, 0.03, 16), (1, 0.025, 12), (2, 0.06, 8)]
basis = [[l, [a0 * 2.8 ** i, 1.0]] for l, a0, m in sets for i in range(m)]
basis += [[3, [0.5, 1.0]], [3, [1.8, 1.0]]]
mol = gto.M(atom='Zn 0 0 0', basis={'Zn': basis}, verbose=0)
eri = mol.intor('int2e', aosym='s8')
z_matrix = mol.intor('int1e_r')[2]
FIELD = 0.002


def finite_field(core, guess=None):
    mf = dft.RKS(mol)
    mf.xc, mf._eri, mf.grids.level = XC, eri, 2
    mf.get_hcore = lambda *args: core + FIELD * z_matrix
    mf.kernel(guess)
    assert mf.converged
    dm = mf.make_rdm1()
    return -np.sum(dm * z_matrix) / FIELD, dm


ff_nonrel, dm_zn = finite_field(scf.hf.get_hcore(mol))
saved_c = lib.param.LIGHT_SPEED
lib.param.LIGHT_SPEED = C_TEST
core_x2c = scf.RHF(mol).sfx2c1e().get_hcore()
lib.param.LIGHT_SPEED = saved_c
ff_test, _ = finite_field(core_x2c, dm_zn)
assert abs(nonrel['Zn']['alpha'] / ff_nonrel - 1) < 0.015   # finite Gaussian set
# The spin-free two-component Hamiltonian differs slightly from the Dirac one
assert abs(zn_test / ff_test - 1) < 0.05
assert ff_test < 0.9 * ff_nonrel and zn_test < 0.9 * nonrel['Zn']['alpha']

# Test: mercury in another radial basis
exponents = 0.02 * 2.4 ** np.arange(24)
channel.cache_clear()
hg_other = polarisability(*ATOMS['Hg'], C_PHYS)['alpha']
assert abs(hg_other / rel['Hg']['alpha'] - 1) < 0.005

# Tests of the statement and of its explanation
cut = {a: 1 - rel[a]['alpha'] / nonrel[a]['alpha'] for a in ATOMS}
gap_rel = rel['Cd']['alpha'] - rel['Hg']['alpha']
gap_nonrel = nonrel['Cd']['alpha'] - nonrel['Hg']['alpha']
share = (gap_rel - gap_nonrel) / gap_rel
drop = nonrel['Hg']['alpha'] - rel['Hg']['alpha']
drop_s = nonrel['Hg']['s_part'] - rel['Hg']['s_part']
assert gap_rel > 0 and share > 0.5
assert 0 < cut['Zn'] < cut['Cd'] < cut['Hg']
assert drop_s > 0.8 * drop
for a in ATOMS:
    assert rel[a]['e_s'] < nonrel[a]['e_s'] and rel[a]['r_s'] < nonrel[a]['r_s']
    assert rel[a]['e_d'] > nonrel[a]['e_d']

print(f'physical c = {C_PHYS:.3f} a.u.; large c = {C_LARGE:.1f} a.u.')
print(f'largest relative error, Dirac levels at Z=80: {level_error:.1e}')
print(f'hydrogen polarisability: {alpha_h:.4f} a.u.')
for label, table in (('physical c', rel), ('large c', nonrel)):
    for a in ATOMS:
        t = table[a]
        print(f'{a}, {label}: alpha = {t["alpha"]:.2f} a.u.')
        print(f'   unscreened {t["bare"]:.2f}, outer s part {t["s_part"]:.2f} a.u.')
        print(f'   outer s: energy {t["e_s"]:.4f} hartree, <r> {t["r_s"]:.3f} bohr')
        print(f'   outer d5/2 energy {t["e_d"]:.4f} hartree')
for a in ATOMS:
    print(f'{a}: relativistic reduction of alpha {100 * cut[a]:.1f} %')
print(f'alpha(Cd) - alpha(Hg), physical c: {gap_rel:.2f} a.u.')
print(f'alpha(Cd) - alpha(Hg), large c: {gap_nonrel:.2f} a.u.')
print(f'relativistic change of the gap / gap at physical c: {share:.3f}')
print(f'Hg: drop of alpha {drop:.2f} a.u., of its outer s part {drop_s:.2f} a.u.')
for a in ATOMS:
    print(f'{a}, physical c: alpha = {rel[a]["alpha"] * ANGSTROM3:.3f} cubic angstrom')
print(f'Zn finite field, field strength {FIELD} a.u.')
print(f'Zn finite field, no relativity: {ff_nonrel:.2f} a.u.')
print(f'Zn at c = {C_TEST:.0f} a.u.: Sternheimer {zn_test:.2f} a.u.')
print(f'Zn at c = {C_TEST:.0f} a.u.: finite field {ff_test:.2f} a.u.')
print(f'Hg, physical c, other radial basis: {hg_other:.2f} a.u.')
print('all tests passed')
```

Running it gives:

```
physical c = 137.036 a.u.; large c = 4111.1 a.u.
largest relative error, Dirac levels at Z=80: 1.6e-04
hydrogen polarisability: 4.5000 a.u.
Zn, physical c: alpha = 36.16 a.u.
   unscreened 64.08, outer s part 34.77 a.u.
   outer s: energy -0.2285 hartree, <r> 2.630 bohr
   outer d5/2 energy -0.3780 hartree
Cd, physical c: alpha = 44.68 a.u.
   unscreened 84.92, outer s part 42.70 a.u.
   outer s: energy -0.2188 hartree, <r> 2.867 bohr
   outer d5/2 energy -0.4271 hartree
Hg, physical c: alpha = 33.92 a.u.
   unscreened 69.41, outer s part 27.73 a.u.
   outer s: energy -0.2623 hartree, <r> 2.679 bohr
   outer d5/2 energy -0.3443 hartree
Zn, large c: alpha = 38.51 a.u.
   unscreened 68.35, outer s part 37.39 a.u.
   outer s: energy -0.2227 hartree, <r> 2.677 bohr
   outer d5/2 energy -0.3989 hartree
Cd, large c: alpha = 52.77 a.u.
   unscreened 100.38, outer s part 51.76 a.u.
   outer s: energy -0.2042 hartree, <r> 2.996 bohr
   outer d5/2 energy -0.4705 hartree
Hg, large c: alpha = 55.23 a.u.
   unscreened 109.49, outer s part 53.38 a.u.
   outer s: energy -0.2052 hartree, <r> 3.074 bohr
   outer d5/2 energy -0.4524 hartree
Zn: relativistic reduction of alpha 6.1 %
Cd: relativistic reduction of alpha 15.3 %
Hg: relativistic reduction of alpha 38.6 %
alpha(Cd) - alpha(Hg), physical c: 10.77 a.u.
alpha(Cd) - alpha(Hg), large c: -2.46 a.u.
relativistic change of the gap / gap at physical c: 1.229
Hg: drop of alpha 21.32 a.u., of its outer s part 25.66 a.u.
Zn, physical c: alpha = 5.358 cubic angstrom
Cd, physical c: alpha = 6.622 cubic angstrom
Hg, physical c: alpha = 5.026 cubic angstrom
Zn finite field, field strength 0.002 a.u.
Zn finite field, no relativity: 38.27 a.u.
Zn at c = 60 a.u.: Sternheimer 27.13 a.u.
Zn at c = 60 a.u.: finite field 26.73 a.u.
Hg, physical c, other radial basis: 33.94 a.u.
all tests passed
```
